# First-Passage Capture Time of a Defect with a Reversible Metastable State

A calculation of charge capture by an oxide defect may yield two barriers: one into a metastable structure and one for the capture step that follows. Before the capture time can be computed, one must decide how the corresponding rates combine. Adding the two waiting times ignores jumps back to the stable structure. Assuming equilibrium between the two structures ignores the time needed to reach the metastable one. For the gate-oxide example treated below, these choices give 29.7 ms and 41.2 ms, while the three-state model that both approximate gives 63.1 ms.

Let state 1 be the stable uncharged defect, state 2 its metastable uncharged form, and state 3 the charged defect. The allowed jumps are

$$1\underset{k_{21}}{\overset{k_{12}}{\rightleftharpoons}}2\overset{k_{23}}{\longrightarrow}3 .$$

Each rate $k_{ij}$ is the probability per unit time of a jump from $i$ to $j$. The rates are constant, and a jump does not depend on how long the defect has already waited. This requires the atoms to equilibrate within each structure before the next jump, and the gate voltage and temperature to be steady. We take $k_{12}>0$, $k_{23}>0$ and $k_{21}\ge0$, and begin in state 1 at $t=0$. The rate algebra is the same in atomic units, where rates are measured in hartree divided by $\hbar$, as in inverse seconds.

The capture time $T$ is the time of the first arrival in state 3. A real defect may later emit its charge, so the probability of finding it in state 3 at time $t$ is not the probability that capture has already happened. To obtain the latter, we remove all exits from state 3. This changes nothing before the first arrival, and each history then enters state 3 at most once. With $p_i(t)$ the probability of state $i$ in this modified process,

$$\dot p_1=-k_{12}p_1+k_{21}p_2,$$
$$\dot p_2=k_{12}p_1-(k_{21}+k_{23})p_2,$$
$$\dot p_3=k_{23}p_2 .$$

Since $p_3(t)$ is now the probability that $T\le t$, its derivative is the capture-time density, $g(t)=k_{23}p_2(t)$.

Define the Laplace transform $\tilde f(s)=\int_0^\infty e^{-st}f(t)\,dt$. Integration by parts turns $\dot f$ into $s\tilde f-f(0)$. With $p_1(0)=1$ and $p_2(0)=0$, the first two equations become

$$(s+k_{12})\tilde p_1-k_{21}\tilde p_2=1,$$
$$(s+k_{21}+k_{23})\tilde p_2=k_{12}\tilde p_1 .$$

The second gives $\tilde p_1=(s+k_{21}+k_{23})\tilde p_2/k_{12}$. Inserting this in the first and multiplying by $k_{12}$ yields

$$\left[(s+k_{12})(s+k_{21}+k_{23})-k_{12}k_{21}\right]\tilde p_2=k_{12}.$$

When the bracket is expanded, the product $k_{12}k_{21}$ cancels, leaving $s^2+(k_{12}+k_{21}+k_{23})s+k_{12}k_{23}$. With

$$S=k_{12}+k_{21}+k_{23},\qquad P=k_{12}k_{23},$$

multiplication of $\tilde p_2$ by $k_{23}$ gives

$$\tilde g(s)=\frac{P}{s^2+Ss+P}.$$

At $s=0$ this equals one. The density is therefore normalized, and capture eventually occurs with probability one however often the defect turns back.

To invert the transform, write the denominator as $(s+a)(s+b)$, so that $a+b=S$ and $ab=P$. Then

$$a=\frac{S+D}{2},\qquad b=\frac{S-D}{2},\qquad D=\sqrt{S^2-4P}.$$

The square root is real, because

$$\begin{aligned}
S^2-4P&=(k_{12}+k_{23})^2-4k_{12}k_{23}+2k_{21}(k_{12}+k_{23})+k_{21}^2\\
&=(k_{12}-k_{23})^2+2k_{21}(k_{12}+k_{23})+k_{21}^2\ge0 .
\end{aligned}$$

Since $P>0$, we also have $D<S$, and both $a$ and $b$ are positive. The density therefore does not oscillate, and it decays at long times. For $a\ne b$, partial fractions give

$$\frac{1}{(s+a)(s+b)}=\frac{1}{a-b}\left(\frac{1}{s+b}-\frac{1}{s+a}\right).$$

The inverse transform of $1/(s+a)$ is $e^{-at}$, so

$$g(t)=\frac{P}{a-b}\left(e^{-bt}-e^{-at}\right).$$

This is the required distribution. The probability of still being uncaptured at time $t$ follows by integrating from $t$ to infinity and using $P=ab$:

$$\Pr(T>t)=\frac{ab}{a-b}\left(\frac{e^{-bt}}{b}-\frac{e^{-at}}{a}\right)=\frac{a e^{-bt}-b e^{-at}}{a-b}.$$

The roots coincide when every term in the last form of $S^2-4P$ vanishes, which requires $k_{21}=0$ and $k_{12}=k_{23}=k$. The difference quotient then becomes a derivative, and $g(t)=k^2te^{-kt}$.

The moments follow from the behaviour of $\tilde g$ near $s=0$. Because $g$ decays exponentially, its transform can be expanded as

$$\tilde g(s)=1-s\langle T\rangle+\tfrac12s^2\langle T^2\rangle+\cdots .$$

Dividing numerator and denominator of the derived transform by $P$ gives $\tilde g=1/(1+x)$, with $x=Ss/P+s^2/P$. Using $1/(1+x)=1-x+x^2-\cdots$ and keeping terms through $s^2$,

$$\tilde g(s)=1-\frac SP s+\left(\frac{S^2}{P^2}-\frac1P\right)s^2+\cdots .$$

Comparison of the linear terms gives the mean,

$$\boxed{\langle T\rangle=\frac SP=\frac{k_{12}+k_{21}+k_{23}}{k_{12}k_{23}}.}$$

The quadratic terms give $\langle T^2\rangle=2S^2/P^2-2/P$. Subtracting $\langle T\rangle^2$ gives the variance and the squared coefficient of variation:

$$\mathrm{Var}(T)=\frac{S^2-2P}{P^2},\qquad C^2=\frac{\mathrm{Var}(T)}{\langle T\rangle^2}=1-\frac{2P}{S^2}.$$

Since $S\ge k_{12}+k_{23}\ge2\sqrt P$, the ratio $P/S^2$ is at most $1/4$. Hence $1/2\le C^2<1$. The lower value belongs to two equal irreversible steps. The value one, which belongs to a single exponential, is approached as $P/S^2$ tends to zero.

Counting attempts gives the mean by a second route and shows what its terms represent. On each visit to state 2, the defect returns to state 1 with probability $r=k_{21}/(k_{21}+k_{23})$ and is captured with probability $1-r$. The probability of $n$ returns before capture is $r^n(1-r)$, so the mean number is

$$\langle n\rangle=\frac{r}{1-r}=\frac{k_{21}}{k_{23}}.$$

There are $n+1$ waits in state 1, each of mean $1/k_{12}$, and $n+1$ waits in state 2, each of mean $1/(k_{21}+k_{23})$. The wait in state 2 is independent of the direction of exit: the joint density for waiting a time $t$ and leaving towards 3 is $k_{23}e^{-(k_{21}+k_{23})t}$, and for leaving towards 1 the same exponential is multiplied by $k_{21}$. The mean durations can therefore be multiplied by the mean number of visits:

$$\begin{aligned}
\langle T\rangle&=\left(1+\frac{k_{21}}{k_{23}}\right)\left(\frac1{k_{12}}+\frac1{k_{21}+k_{23}}\right)\\
&=\frac{k_{21}+k_{23}}{k_{12}k_{23}}+\frac1{k_{23}}\\
&=\frac1{k_{12}}+\frac1{k_{23}}+\frac{k_{21}}{k_{12}k_{23}} .
\end{aligned}$$

The last term is the cost of reversibility. It vanishes for $k_{21}=0$, when the two mean waits simply add. If $k_{23}$ is much larger than both other rates, the mean tends to $1/k_{12}$, because nearly every arrival in state 2 is followed by prompt capture.

In the opposite regime, $k_{21}\gg k_{23}$, states 1 and 2 nearly equilibrate before capture. Balance of the two internal flows, $k_{12}p_1=k_{21}p_2$, gives state 2 the share $k_{12}/(k_{12}+k_{21})$. Multiplying this share by $k_{23}$ gives an effective capture rate, whose inverse is $(k_{12}+k_{21})/P$. Compared with the full mean, this estimate is too short by

$$\frac{S-(k_{12}+k_{21})}{P}=\frac{k_{23}}{P}=\frac1{k_{12}}.$$

Its error relative to the full mean is $k_{23}/S$, which is the quantity to inspect before using the equilibrium estimate.

The distribution also contains a delay that the mean cannot show. Expanding the two exponentials at small $t$ gives $g(t)\simeq Pt$, so the probability of capture by time $t$ begins as $Pt^2/2$. Two jumps are needed, and immediate capture from state 1 has zero probability density. Setting $\dot g=0$ gives $ae^{-at}=be^{-bt}$, hence the most likely capture time is

$$t_{\max}=\frac{\ln(a/b)}{a-b}.$$

At times much longer than $1/(a-b)$, the slower exponential dominates. When $P\ll S^2$, expansion of $D$ gives $a\simeq S$ and $b\simeq P/S$, so the distribution approaches a single exponential after a short initial delay.

There is also a limit to what measured capture times can reveal. The density depends on $S$ and $P$ alone, so it cannot determine three rates. Exchanging $k_{12}$ and $k_{23}$ leaves it unchanged, and two irreversible steps with rates $a$ and $b$ reproduce it as well. More generally, choose any $k_{12}$ and set $k_{23}=P/k_{12}$ and $k_{21}=S-k_{12}-P/k_{12}$. The return rate is non-negative if $k_{12}^2-Sk_{12}+P\le0$, which means $b\le k_{12}\le a$. Every value in this interval gives the same capture-time distribution from state 1. Separating the rates requires further information, such as their different dependence on field.

The starting state is part of the result. Let $\tau_i$ be the mean capture time from state $i$. From state 1 the defect must first wait for a jump to state 2, so $\tau_1=1/k_{12}+\tau_2$. Thus

$$\tau_2=\frac SP-\frac1{k_{12}}=\frac{k_{12}+k_{21}}P .$$

This equals the equilibrium estimate found above. If the defect is instead prepared in equilibrium between 1 and 2, the share of state 2 reduces the mean to

$$\tau_{\rm eq}=\tau_1-\frac{k_{12}}{k_{12}+k_{21}}\frac1{k_{12}}=\frac SP-\frac1{k_{12}+k_{21}} .$$

The distinction matters in random telegraph noise, the switching of a current between discrete levels. If emission takes the charged defect back to state 2, the next capture interval starts there. Its density at zero time is $k_{23}$, not zero, and its mean is $\tau_2$, not $S/P$.

The result also fails if the defect can bypass state 2. For a direct rate $k_{13}$, averaging over the first jump gives

$$(k_{12}+k_{13})\tau_1-k_{12}\tau_2=1,$$
$$(k_{21}+k_{23})\tau_2-k_{21}\tau_1=1 .$$

Multiply the first equation by $k_{21}+k_{23}$ and the second by $k_{12}$, then add. The terms in $\tau_2$ cancel, leaving

$$\tau_1=\frac{S}{P+k_{13}(k_{21}+k_{23})}.$$

The direct path is negligible for the mean when $k_{13}(k_{21}+k_{23})\ll P$.

For a worked case, consider a hole trap 1 nm inside the silicon-dioxide gate insulator of a silicon transistor, at 400 K and an oxide field of 6 MV/cm. The parameters are round model values in a roughly typical range, not those of an identified defect. The thermal jumps have a common attempt rate $\nu=10^{13}$ s$^{-1}$. The barrier from 1 to 2 is $B=0.90$ eV, and state 2 lies $E_2=0.05$ eV above state 1, so the return barrier is $B-E_2=0.85$ eV. With $k_{\rm B}T=0.03447$ eV,

$$k_{12}=\nu e^{-B/k_{\rm B}T}=45.76\ \mathrm{s^{-1}},$$
$$k_{21}=\nu e^{-(B-E_2)/k_{\rm B}T}=195.2\ \mathrm{s^{-1}} .$$

For hole capture, let $q$ be a dimensionless atomic displacement. Represent the energies before and after capture by parabolas of equal curvature, $\lambda q^2$ and $\lambda(q-1)^2+\Delta$. Here $\lambda$ is the reorganization energy and $\Delta$ the energy of state 3 minus that of state 2 plus a channel hole. The curves cross where $0=-2\lambda q+\lambda+\Delta$, so $q=(\lambda+\Delta)/(2\lambda)$. The energy there is the classical capture barrier, $(\lambda+\Delta)^2/(4\lambda)$, for $|\Delta|<\lambda$.

Under negative gate bias the oxide field $F$ points away from the channel. Moving a hole a distance $x$ along it lowers the energy by $eFx$, so $\Delta=\Delta_0-eFx$. With $\Delta_0=0.45$ eV and $eFx=0.60$ eV, $\Delta=-0.15$ eV. For $\lambda=1.2$ eV the barrier is $1.05^2/4.8=0.2297$ eV. A prefactor $A=10^5$ s$^{-1}$, representing hole supply and electronic tunnelling, then gives

$$k_{23}=A\exp\left[-\frac{(\lambda+\Delta)^2}{4\lambda k_{\rm B}T}\right]=127.7\ \mathrm{s^{-1}} .$$

These rates give $S=368.6$ s$^{-1}$ and $P=5842$ s$^{-2}$. Therefore

$$\langle T\rangle=\frac{368.6}{5842}\ \mathrm{s}=63.1\ \mathrm{ms}=0.0631\ \mathrm{s}.$$

The three parts, $1/k_{12}$, $1/k_{23}$ and $k_{21}/P$, are 21.9, 7.8 and 33.4 ms. Returns account for more than half of the mean, with an average of 1.53 returns before capture. The equilibrium estimate is 41.2 ms, too short by $k_{23}/S=35\%$ of the full mean. It is also the mean for a start in state 2. An equilibrium start, with 19% of defects in state 2, gives 58.9 ms.

The roots are $a=352.0$ s$^{-1}$ and $b=16.6$ s$^{-1}$. The standard deviation is 60.3 ms and $C^2=0.914$, close to a single exponential, yet the most likely capture time is 9.1 ms rather than zero. By 1 ms the capture probability is 0.0026, whereas an exponential with the same mean would give 0.0157. A near-exponential spread therefore does not make the early behaviour exponential. A simulation of 200,000 jump histories gives a mean of 63.2 ms and 1.53 returns; its cumulative distribution differs from the formula by at most 0.0014.

With temperature, $A$ and both thermal rates held fixed, raising the field from 4 to 6 and then 8 MV/cm raises $k_{23}$ from 7.9 to 128 and 1269 s$^{-1}$. The mean falls from 687 to 63.1 and 26.0 ms. The reason is visible in

$$\langle T\rangle=\frac1{k_{12}}+\frac1{k_{23}}\left(1+\frac{k_{21}}{k_{12}}\right).$$

The second term falls as capture accelerates, but the first remains at 21.9 ms. A weak field dependence at high field can thus arise from a thermal step before capture.

In a real transistor, 6 MV/cm and 400 K are closer to accelerated testing than to mild use, and 8 MV/cm is 80% of a rough breakdown field of 10 MV/cm. Oxide traps have widely distributed capture times, so 63 ms is one possible value, not a characteristic time of the material. At 6 MV/cm and fixed temperature, the largest of the corrections sized here is for the assumption of a single hole energy, provided direct capture has the large reorganization energy, and the vibrations the small quantum, assumed below. A rough one-subband estimate gives $1.3\times10^{13}$ holes per cm$^2$, if all oxide field lines end on mobile holes, and a Fermi energy about 0.06 eV into the band. Higher-energy holes face a lower capture barrier; averaging over them multiplies $k_{23}$ by about 2.2 and reduces the mean to 40 ms. This is for an in-plane mass of 0.5 electron masses; masses of 0.3 and 1.0 give factors of 2.8 and 1.9, or 37 and 43 ms, and populating light-hole and higher subbands with equal coupling gives about 2.8.

Quantum vibrations, estimated for one mode with a 0.05 eV quantum, multiply $k_{23}$ by about 1.5 and give 50 ms. The factor grows quickly with the quantum: it is 1.2 for 0.03 eV, 2.3 (40 ms) for 0.075 eV and 12 (25 ms) for 0.15 eV, so a stiffer mode would equal or exceed the hole-energy correction. Using the same quantum in the leading correction for tunnelling through the thermal barrier raises $k_{12}$ and $k_{21}$ by 9% and gives 61 ms. Direct capture with an assumed reorganization energy of 2.5 eV changes the mean by only $-0.03\%$, but this depends strongly on the assumed value: with 1.5 eV the mean would fall by about 30%, and with 1.2 eV, the value used for capture from state 2, by about 79%. These are separate estimates; they have not been combined. Exchange of charge with the gate is excluded by assumption.

The mean also depends strongly on temperature. With $A$ fixed, heating by 10 K shortens the mean to 46 ms, while cooling to 300 K lengthens it to 132 s. The fixed prefactor is also a poor approximation at low field. Relative to 6 MV/cm, a field of 4 MV/cm supplies fewer holes, tilts the tunnelling barrier less and lowers the energy of the confined holes. Rough estimates multiply $k_{23}$ by about 0.67, 0.85 and 0.4 respectively, and the mean rises from 687 ms to about 3 s. The last factor comes from a triangular well at half the surface field; a self-consistent well gives about 0.28 and a mean of about 4 s, so only a range of 3 to 4 s is supported. At 8 MV/cm the corresponding corrections change it from 26 to 23 ms, because the unchanged wait for the first thermal jump already dominates. Inputs to these estimates that are not stated here are in the numerical check.

## Computed values

```
temperature: 400 K
thermal energy kT: 0.03447 eV
oxide field: 6 MV/cm
defect depth: 1 nm
attempt rate: 1e+13 1/s
barrier 1 to 2: 0.9 eV
energy of 2 above 1: 0.05 eV
capture prefactor A: 1e+05 1/s
reorganization energy: 1.2 eV
zero-field offset: 0.45 eV
offset at field: -0.15 eV
capture barrier: 0.2297 eV
k12, k21, k23: 45.76, 195.20, 127.66 1/s
S: 368.62 1/s; P: 5842.0 1/s^2
roots a, b: 352.03, 16.60 1/s
mean capture time: 63.1 ms
parts 1/k12, 1/k23, k21/P: 21.85, 7.83, 33.41 ms
mean returns k21/k23: 1.529
squared coefficient of variation: 0.914
standard deviation: 60.32 ms
most likely capture time: 9.106 ms
captured by 1 ms: 0.002592
same, exponential of equal mean: 0.01572
mean from state 2: 41.25 ms
equilibrium share of state 2: 0.1899
mean from equilibrium of 1 and 2: 58.95 ms
simulation: 200000 histories, mean 63.16 ms, returns 1.531
simulation: largest distribution gap: 0.0014
largest scaled density error: 4.0e-15
largest relative mean error: 2.9e-15
field 4 MV/cm: k23 7.918 1/s, mean 686.9 ms
field 6 MV/cm: k23 127.7 1/s, mean 63.1 ms
field 8 MV/cm: k23 1269 1/s, mean 26 ms
NEGLECTED EFFECTS (rough inputs)
vibrational quantum: 0.05 eV
quantum vibrations: k23 x 1.485, mean 49.64 ms
hole sheet density 1.29e+13 1/cm2, Fermi energy 0.056 eV
hole energy spread: k23 x 2.239, mean 40.27 ms
barrier tunnelling: k12, k21 x 1.088, mean 61.34 ms
direct capture (reorganization 2.5 eV): k13 5.53e-03 1/s
relative mean change, direct path: -3.1e-04
mean at 410 K: 45.63 ms
mean at 300 K: 132.2 s
masses plane, normal, oxide: 0.5, 0.3, 0.4 m0; wall 4.5 eV
4 MV/cm factors density, tunnel, subband: 0.667, 0.853, 0.395; mean 2979 ms
8 MV/cm factors density, tunnel, subband: 1.333, 1.175, 1.704; mean 23.41 ms
highest field / rough breakdown (10 MV/cm): 0.80
```
